# Terrace-width variance of a step between fixed neighbours: a numerical check

```python
"""
Result under test: a step wandering between fixed straight neighbours at
x = 0 and x = 2L, without energetic repulsion, has in its interior
    variance(x/L) = 1/3 - 2/pi^2.
L: mean terrace width; S: step stiffness (energy/length); kT: thermal energy;
xi: correlation length along the step; A: strength of the repulsion A/x^2
(energy per step length); A_red = A*S/(kT)^2: dimensionless repulsion.
Lattice model: one kink of k units per atomic row, with weight r^|k|.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

variance_formula = 1/3 - 2/np.pi**2
free_end_formula = 1 - 8/np.pi**2

# Stiffness from the expansion of the orientation-dependent step energy
p, b0, b1, b2 = sp.symbols("p b0 b1 b2")
angle = sp.atan(p)
line_energy = (b0 + b1*angle + b2*angle**2/2)*sp.sqrt(1 + p**2)
curvature = sp.diff(line_energy, p, 2).subs(p, 0)
assert sp.simplify(curvature - (b0 + b2)) == 0

# Moments of the continuum density, by symbolic integration
s = sp.symbols("s", real=True)
density = sp.sin(sp.pi*s/2)**2
norm, mean, second = [sp.integrate(s**m*density, (s, 0, 2)) for m in range(3)]
assert sp.simplify(norm - 1) == 0 and sp.simplify(mean - 1) == 0
symbolic_variance = float(second - mean**2)
assert abs(symbolic_variance - variance_formula) < 1e-12


def variance_of(weights, positions):
    prob = weights/weights.sum()
    centre = prob @ positions
    return prob @ (positions - centre)**2


def fixed_neighbour_variance(a_red, points=2000):
    """Variance of x/L from finite differences, with repulsion."""
    h = 2/(points + 1)
    grid = h*np.arange(1, points + 1)
    potential = a_red*(1/grid**2 + 1/(2 - grid)**2)
    _, vec = eigh_tridiagonal(1/h**2 + potential,
                              np.full(points - 1, -0.5/h**2),
                              select="i", select_range=(0, 0))
    return variance_of(vec[:, 0]**2, grid)


def kink_square(r):
    """Mean square kink length, by explicit summation."""
    k = np.arange(-400, 401)
    weight = r**np.abs(k).astype(float)
    return (weight @ k**2)/weight.sum()


def lattice_step(width, r):
    """Interior variance, free-end variance and correlation length in rows."""
    sites = np.arange(1, width)
    distance = np.abs(sites[:, None] - sites[None, :])
    transfer = (1 - r)/(1 + r)*r**distance.astype(float)
    levels = np.linalg.eigvalsh(transfer)
    corr_rows = 1/np.log(levels[-1]/levels[-2])
    rows = int(8*corr_rows)
    half_step = np.linalg.matrix_power(transfer, rows) @ np.ones(width - 1)
    scaled = sites/(width/2)
    return (variance_of(half_step**2, scaled),
            variance_of(half_step, scaled), corr_rows)


# Independent finite-difference value without repulsion
fd_variance = fixed_neighbour_variance(0.0)
assert abs(fd_variance - variance_formula) < 1e-5

# Worked example: rough typical parameters for vicinal Si(111)
temperature = 1173.0
miscut_deg = 1.0
stiffness = 0.16
repulsions = (0.015, 0.1)
a_si = const.value("lattice parameter of silicon")*1e9
height = a_si/np.sqrt(3)
row_spacing = a_si/np.sqrt(2)
kink_unit = a_si*np.sqrt(3/8)
kT = const.k*temperature/const.e
L = height/np.tan(np.radians(miscut_deg))
sigma = L*np.sqrt(variance_formula)
xi = 8*stiffness*L**2/(3*np.pi**2*kT)

# Kink weight that reproduces the chosen stiffness
k2_target = kT*row_spacing/(stiffness*kink_unit**2)
r_si = (1 + k2_target - np.sqrt(1 + 2*k2_target))/k2_target
assert abs(kink_square(r_si) - k2_target) < 1e-9

# Lattice sums approach the continuum for different kink weights.
# The leading lattice error is proportional to 1/width and is extrapolated.
lattice_results = []
for r in (0.2, r_si):
    small, large = lattice_step(200, r), lattice_step(400, r)
    interior = 2*large[0] - small[0]
    free_end = 2*large[1] - small[1]
    error_ratio = ((small[0] - variance_formula)
                   / (large[0] - variance_formula))
    assert abs(interior - variance_formula) < 2e-4
    assert abs(free_end - free_end_formula) < 2e-4
    assert 1.8 < error_ratio < 2.2
    xi_rows = 8*200**2/(3*np.pi**2*kink_square(r))
    # Remaining difference: finite kink length at the walls, order 1/width
    assert abs(large[2]/xi_rows - 1) < 0.02
    lattice_results.append((r, interior, free_end, error_ratio,
                            large[2], xi_rows))

# Repulsion solver: stiff harmonic limit and grid convergence
strong = 1.0e4
strong_numeric = fixed_neighbour_variance(strong)
strong_harmonic = 1/np.sqrt(48*strong)
# The quartic part of the potential changes this by somewhat under 1 percent
assert abs(strong_numeric/strong_harmonic - 1) < 0.02
reduced = [A*stiffness/kT**2 for A in repulsions]
repelled = [fixed_neighbour_variance(a) for a in reduced]
for a, v in zip(reduced, repelled):
    assert abs(fixed_neighbour_variance(a, 4000) - v) < 1e-4
assert variance_formula > repelled[0] > repelled[1]

# All steps wander: gap probability of free fermions at unit density
nodes, weights = np.polynomial.legendre.leggauss(40)


def empty_probability(length):
    x = length*(nodes + 1)/2
    root = np.sqrt(weights*length/2)
    kernel = root[:, None]*np.sinc(x[:, None] - x[None, :])*root
    return np.linalg.det(np.eye(len(x)) - kernel)


upper = 6.0
gap_integral = sum(w*upper/2*empty_probability(upper*(t + 1)/2)
                   for t, w in zip(nodes, weights))
moving_variance = 2*gap_integral - 1

# Independent sampling of the same free-fermion density on a ring
rng = np.random.default_rng(7)
count, samples = 41, 1000
square_deviation = []
for _ in range(samples):
    z = (rng.normal(size=(count, count))
         + 1j*rng.normal(size=(count, count)))
    q, upper_tri = np.linalg.qr(z)
    diagonal = np.diag(upper_tri)
    phases = np.sort(np.angle(np.linalg.eigvals(q*(diagonal/abs(diagonal)))))
    gaps = np.diff(np.append(phases, phases[0] + 2*np.pi))*count/(2*np.pi)
    square_deviation.append(np.mean((gaps - 1)**2))
sampled_variance = np.mean(square_deviation)
sampling_error = np.std(square_deviation, ddof=1)/np.sqrt(samples)
# Five standard errors plus a small allowance for the finite ring
assert abs(sampled_variance - moving_variance) < 5*sampling_error + 5e-4
assert moving_variance > variance_formula

# Atomic discreteness for the example's own terrace width
si_width = int(round(2*L/kink_unit))
si_lattice_variance = lattice_step(si_width, r_si)[0]
assert abs(si_lattice_variance/variance_formula - 1) < 0.05

print(f"variance, formula: {variance_formula:.6f} (dimensionless)")
print(f"variance, symbolic integral: {symbolic_variance:.6f}")
print(f"variance, finite differences: {fd_variance:.6f}")
print(f"standard deviation of x/L: {np.sqrt(variance_formula):.4f}")
print(f"free-end variance, formula: {free_end_formula:.6f}")
for r, interior, end, ratio, rows, rows_formula in lattice_results:
    print(f"lattice kink weight r: {r:.4f}")
    print(f"  interior variance, extrapolated: {interior:.6f}")
    print(f"  free-end variance, extrapolated: {end:.6f}")
    print(f"  error ratio, width 200 to 400: {ratio:.3f}")
    print(f"  correlation length, lattice: {rows:.0f} rows")
    print(f"  correlation length, formula: {rows_formula:.0f} rows")
print(f"Si temperature: {temperature:.0f} K")
print(f"Si thermal energy kT: {kT:.4f} eV")
print(f"Si miscut: {miscut_deg:.1f} degree")
print(f"Si(111) step height: {height:.4f} nm")
print(f"Si mean terrace width L: {L:.2f} nm")
print(f"Si stiffness, rough input: {stiffness:.2f} eV/nm")
print(f"Si terrace-width variance: {sigma**2:.1f} nm^2")
print(f"Si terrace-width standard deviation: {sigma:.2f} nm")
print(f"Si correlation length xi: {xi:.0f} nm")
print(f"Si coarse slope sigma/xi: {sigma/xi:.3f}")
print(f"Si row spacing along step: {row_spacing:.4f} nm")
print(f"Si kink unit across step: {kink_unit:.4f} nm")
print(f"Si mean square kink: {k2_target:.3f} units^2")
print(f"Si lattice width between neighbours: {si_width} units")
print(f"Si variance with atomic rows: {si_lattice_variance:.4f}")
lattice_change = 100*(si_lattice_variance/variance_formula - 1)
print(f"  change from continuum: {lattice_change:.1f} %")
for A, a, v in zip(repulsions, reduced, repelled):
    print(f"repulsion A, rough input: {A:.3f} eV nm")
    print(f"  reduced repulsion: {a:.3f}")
    print(f"  variance, fixed neighbours: {v:.4f}")
    print(f"  change: {100*(v/variance_formula - 1):.0f} %")
    print(f"  standard deviation: {L*np.sqrt(v):.2f} nm")
print(f"strong repulsion {strong:.0f}, numeric: {strong_numeric:.6f}")
print(f"strong repulsion, harmonic: {strong_harmonic:.6f}")
print(f"variance, all steps wander: {moving_variance:.5f}")
print(f"  sampled: {sampled_variance:.4f} +/- {sampling_error:.4f}")
print(f"  ratio fixed/wandering: {variance_formula/moving_variance:.3f}")
print(f"  Si standard deviation: {L*np.sqrt(moving_variance):.2f} nm")
print("success")
```

Printed output:

```
variance, formula: 0.130691 (dimensionless)
variance, symbolic integral: 0.130691
variance, finite differences: 0.130691
standard deviation of x/L: 0.3615
free-end variance, formula: 0.189431
lattice kink weight r: 0.2000
  interior variance, extrapolated: 0.130691
  free-end variance, extrapolated: 0.189454
  error ratio, width 200 to 400: 2.000
  correlation length, lattice: 17337 rows
  correlation length, formula: 17292 rows
lattice kink weight r: 0.3978
  interior variance, extrapolated: 0.130690
  free-end variance, extrapolated: 0.189488
  error ratio, width 200 to 400: 2.002
  correlation length, lattice: 4961 rows
  correlation length, formula: 4927 rows
Si temperature: 1173 K
Si thermal energy kT: 0.1011 eV
Si miscut: 1.0 degree
Si(111) step height: 0.3136 nm
Si mean terrace width L: 17.96 nm
Si stiffness, rough input: 0.16 eV/nm
Si terrace-width variance: 42.2 nm^2
Si terrace-width standard deviation: 6.49 nm
Si correlation length xi: 138 nm
Si coarse slope sigma/xi: 0.047
Si row spacing along step: 0.3840 nm
Si kink unit across step: 0.3326 nm
Si mean square kink: 2.193 units^2
Si lattice width between neighbours: 108 units
Si variance with atomic rows: 0.1339
  change from continuum: 2.5 %
repulsion A, rough input: 0.015 eV nm
  reduced repulsion: 0.235
  variance, fixed neighbours: 0.1073
  change: -18 %
  standard deviation: 5.88 nm
repulsion A, rough input: 0.100 eV nm
  reduced repulsion: 1.566
  variance, fixed neighbours: 0.0708
  change: -46 %
  standard deviation: 4.78 nm
strong repulsion 10000, numeric: 0.001433
strong repulsion, harmonic: 0.001443
variance, all steps wander: 0.17999
  sampled: 0.1809 +/- 0.0013
  ratio fixed/wandering: 0.726
  Si standard deviation: 7.62 nm
success
```
